Exciton binding on the Si(111)-(2×1) chains: a screened pair model

**1. Definitions, conventions and result**

The reconstructed Si(111)-(2×1) surface carries parallel zigzag chains of atoms. Each atom contributes one dangling p orbital normal to the surface. A cell has length a along the chain (x) and b across it (y), and holds two inequivalent atoms: A at x = 0, whose orbital is lower in energy, and B at x = a/2. The model puts both atoms at the same height, with B displaced across the chain by 0.127 nm so that the bond length given below is obtained. The real chain is buckled; that height difference is not represented.

Energies are in eV and lengths in nm. The symbol C stands for e²/(4πε₀) = 1.44 eV nm. D is the quasiparticle gap, t the hopping between chain neighbours, ε the bulk dielectric constant, and N the even number of cells on a periodic chain. Interactions v and W are positive for two like charges, so an electron and a hole attract with −W. Ω is the energy of a pair level, and the binding energy is

E_b = D − Ω₀,

with Ω₀ the lowest level. If light can excite that level, Ω₀ is the optical gap.

The inputs are rough typical values for this surface, with digits that define the model rather than report a measurement: a = 0.384, b = 0.665, bond length 0.23, D = 0.70, t = 0.60, ε = 11.7. D is an input and is not computed here.

The model gives E_b = 0.39 eV (0.029 Ry) and an optical gap of 0.31 eV. A value quoted for this surface is about 0.26 eV. A bound, optically active exciton of a few tenths of an eV therefore follows from the model, but the figure 0.26 eV does not follow from surface screening alone. Section 7 sizes the difference.

**2. Bands of one chain**

The site energies are −D/2 on A and +D/2 on B, and the hopping element is −t. An A atom has B neighbours at +a/2 and −a/2. With Bloch phases taken at the atomic positions, the off-diagonal element is

−t(e^{ika/2} + e^{−ika/2}) = −2t cos(ka/2).

The 2×2 matrix has zero trace, so its eigenvalues are ±E with

E(k) = √[(D/2)² + 4t² cos²(ka/2)].

The gap is smallest where the cosine vanishes, at k = π/a, and equals D there. The occupied band is √(0.35² + 1.20²) − 0.35 = 0.90 eV wide.

Near the edge put k = π/a + q. Then cos(ka/2) = −sin(qa/2) ≈ −qa/2, and expanding the root gives

E ≈ D/2 + t²a²q²/D.

Equating the second term to ħ²q²/(2m) gives m = ħ²D/(2t²a²) = 0.50 m₀ for each carrier. The reduced pair mass is 0.25 m₀.

The eigenvectors follow from one angle,

tan θ(k) = (4t/D) cos(ka/2).

The matrix is −E times [cos θ, sin θ; sin θ, −cos θ]. Written as (A, B), the valence vector is (cos θ/2, sin θ/2) and the conduction vector is (−sin θ/2, cos θ/2). At the zone edge θ = 0: the hole sits on A and the electron on B.

**3. The interaction**

*Substrate.* Silicon fills z < 0. Put a charge at height h in the vacuum. Let r₁ be the distance from it and r₂ the distance from its mirror point. Try

V(z > 0) = C(1/r₁ − β/r₂),  V(z < 0) = γC/r₁.

On the plane r₁ = r₂ = r, so continuity of V requires 1 − β = γ. There ∂(1/r₁)/∂z = h/r³ and ∂(1/r₂)/∂z = −h/r³. Continuity of the normal displacement then requires 1 + β = εγ. Hence

γ = 2/(ε + 1),  β = (ε − 1)/(ε + 1).

As h → 0, two charges in the surface plane interact with

C/(ε_s r),  ε_s = (ε + 1)/2 = 6.35.

*Orbital size.* A point-charge law diverges on a single site. Replace r by √(r² + d²) and fix d by requiring that the unscreened law reproduce the self-repulsion U of the orbital, d = C/U. For the 3p orbital of a free Si atom, in restricted open-shell Hartree-Fock with the cc-pVDZ basis, U = 9.74 eV, so d = 0.148 nm. These digits are not converged in the basis: cc-pVTZ, cc-pVQZ and aug-cc-pVTZ give U = 9.72, 9.70 and 9.67 eV, d up to 0.149 nm, and a two-centre integral of 5.40 to 5.41 eV. The cc-pVQZ radius lowers E_b by 0.6 meV. At the bond length the softened law gives 5.27 eV, against 5.42 eV from the two-centre integral, a difference of 3% of the integral. The interaction used below is

v(r) = C/[ε_s √(r² + d²)].

This applies the full substrate screening even at atomic distances, which is an assumption.

*Chains.* The chain electrons also screen. Let a static potential energy φ_j act on the sites. Mixing among the occupied orbitals leaves the density unchanged, so only the admixture of conduction orbitals to a valence orbital matters. To first order it is

δv_i = Σ_c c_i (Σ_j c_j φ_j v_j)/(E_v − E_c).

The orbitals of a ring can be chosen real. The density 2Σ_v v_i², with 2 for spin, changes by 4Σ_v v_i δv_i. Thus δn_i = Σ_j χ_ij φ_j, with

χ_ij = −4 Σ_cv c_i v_i c_j v_j/(E_c − E_v).

The total potential is the external one plus that of the induced density. This is the random-phase approximation:

W = v + vχW, so W = (1 − vχ)⁻¹ v.

There is no hopping between chains, so χ connects sites of one chain only, while v couples all chains. A Fourier transform over the cells reduces the inversion to 2×2 matrices.

As a test, a small charge was placed on one site of a lattice of 3 chains with 8 cells each, and the density and potential were iterated to self-consistency. The resulting W agrees with the formula to 4×10⁻¹⁰ eV.

**4. Long-range form of the chain screening**

For a slowly varying potential the response requires the overlap of a conduction vector at k + q with a valence vector at k:

sin{[θ(k) − θ(k+q)]/2} ≈ −(q/2) dθ/dk.

The response per cell is therefore −αq², with

α = ⟨(dθ/dk)²/(E_c − E_v)⟩,

where the brackets average over k. The factor 4 of χ has cancelled the square of ½. The average is 0.0749 nm²/eV; the site response at the longest wave of a 120-cell chain gives 0.0748.

Treat the chains as a sheet with response −αq_x²/(ab) per area. At small q, v(q) = 2πC/(ε_s q). Neglecting variations inside a cell,

W(q) = v(q)/[1 + v(q)αq_x²/(ab)] = 2πC/[ε_s(q + r₀q_x²)],

r₀ = 2πCα/(ab ε_s) = 0.42 nm.

At long distance this screening changes sign along the chain. To first order in r₀,

W(q) − v(q) = −(2πC r₀/ε_s) q_x²/q².

In two dimensions 1/q² transforms to −ln r/(2π), and q_x² becomes −∂²/∂x². Away from the origin q_x²/q² therefore transforms to (y² − x²)/(2πr⁴). On the x axis this is −1/(2πx²), so

W(x) ≈ (C/ε_s)(1/x + r₀/x²).

W thus exceeds v far along the chain. Ten cells away, x = 3.84 nm and r₀/x = 0.11, which predicts W = 0.0590 × 1.11 = 0.065 eV; the full lattice gives 0.0641 eV. The law is approached slowly: the excess W − v is 79% of the r₀/x² term at ten cells, 87% at twenty and 93% at forty. Close by, the chains screen in the usual sense: W is 1.19 eV instead of 1.53 eV on one site, and 0.69 eV instead of 0.83 eV between neighbours.

**5. The pair equation**

Let ρ be the one-particle density matrix per spin and ρ₀ its ground-state value, the projector on the valence states. In the static screened-exchange approximation the self-energy contains −W_ij ρ_ij. Keep W fixed when ρ changes. A small oscillation δρ at energy Ω obeys

Ω δρ = [H₀, δρ] + [δΣ, ρ₀],

where H₀ has the quasiparticle energies as eigenvalues and

δΣ_ij = −W_ij δρ_ij + δ_ij δV_i.

δV is the potential of the oscillating charge, which gives the exchange term of a spin singlet. Take the element between c on the left and v on the right. Since ρ₀|v⟩ = |v⟩ and ⟨c|ρ₀ = 0, only ⟨c|δΣ|v⟩ survives from the second commutator.

For zero total momentum write

δρ_ij = Σ_k A_k c_k(i) v_k*(j).

This keeps only valence-to-conduction amplitudes, the Tamm-Dancoff form. Dropping δV for the moment,

[E_c(k) − E_v(k)] A_k − Σ_k' K_kk' A_k' = Ω A_k,

K_kk' = Σ_ij c_k*(i) v_k(j) W_ij c_k'(i) v_k'*(j).

Each Bloch function carries N^(−1/2), so the product has 1/N². The summand depends on the cells of electron and hole only through their difference R, and the sum over the hole cell gives N. A factor 1/N remains. With s the electron site and s' the hole site, define

F_k(R,s,s') = N^(−1/2) e^{ikaR} c_k(s) v_k*(s').

Here c_k(s) and v_k(s') are amplitudes with the Bloch phase counted from the cell origin: the vectors of Section 2 with each component multiplied by e^{ikx_s}. Then

K_kk' = Σ_{R,s,s'} F_k*(R,s,s') W(R,s,s') F_k'(R,s,s').

In code this is K = F†WF, with F a 4N×N matrix and W diagonal. The vector FA is the pair amplitude φ(R,s,s'), whose squared modulus is the probability of each electron-hole arrangement. N must be even so that k = π/a lies on the grid.

As a test, the complete particle-hole matrix of an 8-cell ring was built from real-space orbitals without using momentum conservation. It contains every level of the pair equation to 2×10⁻¹⁵ eV.

*Exchange.* The chain has a mirror plane through each atom, perpendicular to x. Light polarised along x is odd under this mirror, so a state it excites is odd. The charge of a zero-momentum oscillation on the mirror atom must be both odd and unchanged, hence zero. The same holds for A and B, so φ(0,A,A) = φ(0,B,B) = 0, and the exchange between site charges vanishes for the bright state. Exchange from charge in the bonds remains and is estimated in Section 7.

*Light.* The dipole element between the bands has modulus |x_cv| = ½|dθ/dk|. The coupling to the velocity is p_k, with |p_k| = (E_c − E_v)|x_cv|. As a relative measure of how strongly light excites level n, take the optical weight

|Σ_k A_k^(n)* p_k|²/Ω_n.

Here p_k is the velocity coupling of a pair without attraction. The nonlocal term −W_ij δρ_ij also contributes to the velocity, so this weight is not the oscillator strength itself. It is used only to tell bright levels from dark ones; the output lists its share as "oscillator share".

At the zone edge |dθ/dk| = 2ta/D, so |x_cv| = ta/D = 0.33 nm. The coupling is largest in length where the pair energy is smallest.

**6. Result and limits**

On 48 chains of 120 cells the lowest level is Ω₀ = 0.311 eV, and

E_b = 0.700 − 0.311 = 0.389 eV.

Using 32 chains of 80 cells changes this by 0.08 meV. With the lattice sums carried to an infinite surface E_b is 0.3885 eV, so the third digit is not secure. The lowest level carries 94% of the optical weight defined in Section 5, so it is bright and sets the optical gap. Among zero-momentum pairs with both particles on one chain, the next level lies 0.153 eV below D and is dark to numerical precision. This energy leaves out δV, which symmetry need not cancel for a dark level; including it, with all chains in phase, raises this level by about 0.055 eV and leaves the bright level unchanged.

The rms distance between electron and hole along the chain is 0.74 nm, about two cells. A continuum picture is therefore marginal for the model pair; a more weakly bound pair on the real surface would be larger. The masses give ħ²/μ = 4t²a²/D = 0.303 eV nm², and C/ε_s = 0.227 eV nm, so the hydrogenic length is 0.303/0.227 = 1.3 nm. The pair is smaller than this length, and the lattice, the orbital size and the short-range part of W all matter. A three-dimensional hydrogen formula with the same constants would give 0.227²/(2 × 0.303) = 0.085 eV, which is no substitute for the chain calculation.

Three choices of screening, with D, t and d held fixed, show its role:

- Half-space screening without the chains: E_b = 0.46 eV.
- Half-space and chains: 0.39 eV.
- As the second, but with ε_s = 6.35 replaced by the bulk value 11.7: 0.19 eV.

The vacuum side thus doubles the binding in this model.

The flat-chain limit shows where the model fails. As t → 0 at fixed D, the conduction states lie on B and the valence states on A. Each product c_i v_i vanishes, so χ → 0 and W → v. The best pair occupies neighbouring sites, and E_b → v(neighbour) = 0.83 eV. This exceeds D = 0.70 eV, so Ω₀ is negative and the assumed ground state is unstable against forming pairs. A positive Ω₀ is thus a necessary condition for using the pair equation. In the opposite direction, more hopping weakens the binding: at fixed D, E_b falls from 0.44 eV at t = 0.5 eV to 0.35 eV at t = 0.7 eV.

**7. Distance from 0.26 eV and neglected effects**

With all other inputs fixed, W would have to be multiplied by 0.73 to give E_b = 0.26 eV. That factor measures the discrepancy; it is not a derived correction. The following changes are made one at a time from E_b = 0.39 eV.

*Hopping between chains.* Let the pair energy depend on the transverse momentum as 2τ[1 − cos(k_y b)], which leaves the minimum gap at D. In real space the electron can then move to a neighbouring chain, with amplitude −τ and a constant 2τ on the diagonal. For an assumed τ = 0.03 eV, E_b = 0.34 eV. The chain response is kept unchanged.

*Bond exchange.* Orthogonalised neighbouring orbitals have an exchange integral K_b = 0.063 eV. For a singlet, the first-order shift from charge in the same bond is

2K_b Σ_bonds |φ(e on B, h on A) + φ(e on A, h on B)|² = +0.07 eV.

The two amplitudes add because both produce the same bond charge. This raises Ω₀ and lowers E_b to 0.32 eV. Coupling between different bonds and substrate screening of K_b are left out; with orbitals orthogonalised along a chain and all unscreened couplings kept, the shift is about +0.075 eV. The same integral also enters the electron-hole attraction, where it would lower Ω₀ by about 0.006 eV unscreened; this too is left out.

*Antiresonant amplitudes.* Adding conduction-to-valence amplitudes Y_k to δρ gives a second equation, in which the energy Ω appears with the opposite sign:

−Ω Y_k = (E_c − E_v) Y_k + ⟨v|δΣ|c⟩.

Solving both equations together lowers Ω₀ by 0.004 eV, so the Tamm-Dancoff form is adequate here.

*Position of the charge.* Moving the charges 0.05 nm into the vacuum gives E_b = 0.53 eV; moving them 0.05 nm into the dielectric gives 0.38 eV. The position of a sharp dielectric plane on an atomic scale is ambiguous, and the upward shift of 0.14 eV is the largest among the changes tried in this section.

*Orbital size and gap.* Doubling d gives 0.30 eV, and reducing it by a quarter gives 0.43 eV. Changing D to 0.6 or 0.8 eV gives 0.36 or 0.42 eV.

*Retardation.* The chains have excitations at energies comparable with E_b, so their screening is not strictly static. Removing it altogether gives 0.46 eV. This shows the size of the chain contribution at stake, but it is not a calculation of retardation.

Adding the first three shifts gives

0.336 − 0.070 + 0.004 = 0.27 eV.

The shifts are only roughly additive: interchain hopping and bond exchange treated together give 0.275 eV rather than 0.266 eV, and so about 0.28 eV in total. This is close to the quoted value, but it is not a confirmation. τ was assumed, the exchange was evaluated for the pair without interchain hopping, and the position of the dielectric plane alone can move the result by more than 0.1 eV. The supported statement is a binding energy of a few tenths of an eV; these estimates neither confirm nor exclude 0.26 eV.

For the real surface, a quasiparticle gap near 0.7 eV and a binding energy of 0.26 eV would put the optical gap near 0.44 eV. The basic model puts it at 0.31 eV, which is too low by comparison. Real chains break the assumptions of isolated chains and of no bond charge; the estimates above move the optical gap up by about 0.05 and 0.07 eV. Surface states also extend into deeper layers, which a single orbital per atom does not describe. At 300 K the thermal energy is 0.026 eV, one fifteenth of the model's E_b. Thermal broadening and the change of the gap with temperature are not included.

**8. Order of implementation**

1. Diagonalise one real-space ring and form χ.
2. Tabulate v at nearest-image separations for all cells and site pairs.
3. Transform v and χ, solve for W at each wave vector, and transform back.
4. Build F from the Bloch vectors, with the same site and cell order as W.
5. Diagonalise the pair matrix and subtract Ω₀ from D.
6. Compute the optical weights before calling Ω₀ the optical gap.
7. Repeat on a smaller lattice, and vary d and the height of the charge. These variations, rather than the lattice error, set the number of digits worth reporting.

The numerical output below lists the values in full.

Computed values

```
chain repeat a                    0.384 nm
distance between chains b         0.665 nm
bond length                       0.23 nm
quasiparticle gap D               0.70 eV
hopping t                         0.60 eV
bulk dielectric constant          11.7
surface dielectric constant       6.35
occupied band width               0.900 eV
band-edge mass                    0.502 m0
reduced pair mass                 0.251 m0
Si 3p self-repulsion U, bare      9.74 eV
orbital radius d                  0.1478 nm
neighbour repulsion, integral     5.42 eV
neighbour repulsion, softened law 5.27 eV
chain polarisability alpha/cell   0.0749 nm^2/eV
alpha from density response       0.0748 nm^2/eV
sheet screening length            0.418 nm
same site: v, W            1.534, 1.193 eV
neighbour site: v, W       0.829, 0.688 eV
ten cells along chain: v, W 0.0590, 0.0641 eV
BINDING ENERGY E_b                0.389 eV
binding energy E_b                0.0286 Ry
OPTICAL GAP                       0.311 eV
second pair level below D by      0.153 eV
oscillator share, lowest level    0.945
oscillator share, second level    5.0e-29
rms electron-hole distance        0.74 nm
E_b, half-space screening only    0.455 eV
E_b, bulk eps in place of surface 0.189 eV
factor on W that gives 0.26 eV    0.726
E_b with t = 0.5 eV               0.436 eV
E_b with t = 0.7 eV               0.350 eV
E_b with D = 0.6 eV               0.357 eV
E_b with D = 0.8 eV               0.417 eV
E_b with radius d times 0.75      0.426 eV
E_b with radius d times 1.50      0.337 eV
E_b with radius d times 2.00      0.296 eV
E_b, charge 0.05 nm above plane   0.532 eV
E_b, charge 0.05 nm below plane   0.378 eV
pair hopping between chains       0.03 eV
E_b with that hopping             0.336 eV
bond exchange integral            0.0626 eV
singlet exchange shift of level   +0.0703 eV
antiresonant shift of level       -0.0038 eV
thermal energy at 300 K           0.0259 eV
E_b change, smaller lattice       0.08 meV
finite-field check of W, error    4.1e-10 eV
particle-hole check, error        1.8e-15 eV
```
